\section*{Why finite-range learned potentials miss the polar phonon limit in hafnia}

\section{One displacement, two restoring forces}

In a bulk crystal of hafnia, let the hafnium atoms move along $z$ and the oxygen atoms move the opposite way, with an amplitude that varies as a very long wave. If the wave runs along $x$, the polarization is transverse and its divergence vanishes. If it runs along $z$, there are sheets of bound charge, and their electric field opposes the displacement. Over many unit cells the atomic arrangement looks the same in both cases, yet the restoring forces differ by a finite amount, however long the wave is.

An interatomic potential whose atomic energies depend on a bounded neighbourhood cannot tell the two waves apart once they are long enough. The question is whether sufficiently accurate training forces can cure this. They cannot, and a harmonic model of the fluorite structure shows why.

The setting is an infinite insulating crystal, harmonic about equilibrium. The wavelength is long compared with the cell but short enough for retardation to be negligible. Formulas are in Gaussian units. The wavevector is $\mathbf q=q\mathbf n$ with $|\mathbf n|=1$, and the dynamical matrix uses phases $e^{i\mathbf q\cdot(\mathbf r_j-\mathbf r_i)}$ and mass-weighted displacements.

\section{Where the direction enters}

Let $Z_i$ be the Born charge tensor of atom $i$, $m_i$ its mass, $\Omega$ the cell volume and $\varepsilon$ the electronic dielectric tensor. Displacements $\mathbf U_j$ of a long wave create the polarization $\mathbf P=(e/\Omega)\sum_j Z_j\mathbf U_j$. Without retardation the field has no curl, so $\mathbf E=E\,\mathbf n$. Without free charge, $\mathbf n\cdot(\varepsilon\mathbf E+4\pi\mathbf P)=0$. Hence
\begin{equation}
\mathbf E=-4\pi\,\mathbf n\,\frac{\mathbf n\cdot\mathbf P}{\mathbf n\cdot\varepsilon\cdot\mathbf n}.
\end{equation}
The force on atom $i$ is $e\,\mathbf E\cdot Z_i$. The dynamical matrix is minus the coefficient of force against displacement, divided by $\sqrt{m_im_j}$, so the field contributes
\begin{equation}
D^{\rm NA}_{ia,jb}(\mathbf n)=\frac{4\pi e^2}{\Omega\sqrt{m_im_j}}\,
\frac{(\mathbf n\cdot Z_i)_a(\mathbf n\cdot Z_j)_b}{\mathbf n\cdot\varepsilon\cdot\mathbf n}.
\label{na}
\end{equation}
The magnitude $q$ has cancelled but the direction has not.

Nothing else in the model depends on direction as $q\to0$. To see this, split the screened Coulomb interaction, whose Fourier transform is $4\pi/(\mathbf k\cdot\varepsilon\cdot\mathbf k)$, by a factor $e^{-\mathbf k\cdot\varepsilon\cdot\mathbf k/4\eta^2}$. The part without this factor decays in real space like a Gaussian, so its lattice sum is smooth in $\mathbf q$. The part with it gives a sum over reciprocal vectors $\mathbf G$ of terms proportional to
\begin{equation}
\frac{K_aK_b}{\mathbf K\cdot\varepsilon\cdot\mathbf K}\,e^{-\mathbf K\cdot\varepsilon\cdot\mathbf K/4\eta^2},\qquad \mathbf K=\mathbf q+\mathbf G .
\end{equation}
For $\mathbf G\neq0$ the denominator stays away from zero and the term is smooth. The $\mathbf G=0$ term tends to $n_an_b/(\mathbf n\cdot\varepsilon\cdot\mathbf n)$, which is the structure of Eq.~(\ref{na}). Therefore $D(\mathbf q\to0,\mathbf n)=D(0)+D^{\rm NA}(\mathbf n)$, where $D(0)$ is the matrix at zero macroscopic field.

\section{The fluorite model}

The cubic example has a lattice constant of 0.51 nm, Born charges $Z=5.6$ on Hf and $-Z/2$ on each O, and $\varepsilon=5.0$. Springs join Hf--O and Hf--Hf neighbours. These are rough, rounded values in the regime of cubic hafnia, not a fit.

For the wave direction $\mathbf n$, define the unit vector $v$ with components proportional to $Z_in_a/\sqrt{m_i}$. Equation~(\ref{na}) becomes $D^{\rm NA}=\Delta\,vv^T$ with
\begin{equation}
\Delta=\frac{4\pi e^2}{\Omega\varepsilon}\sum_i\frac{Z_i^2}{m_i}
=\frac{4\pi e^2Z^2}{\Omega\varepsilon}\left(\frac1{m_{\rm Hf}}+\frac1{2m_{\rm O}}\right).
\end{equation}
The pattern $v$ is also an eigenvector of $D(0)$. Cubic symmetry decouples the Cartesian directions. For each direction, inversion about Hf separates the motion of the two oxygens against each other from the motions in which they move together. The latter form a two-dimensional space. One vector in it is the uniform translation, an eigenvector with eigenvalue zero. The other is $v$, which is orthogonal to the translation because $\sum_iZ_i=0$. Calling its eigenvalue $\omega_{\rm TO}^2$,
\begin{equation}
\omega_{\rm LO}^2=\omega_{\rm TO}^2+\Delta .
\end{equation}
In wavenumbers, $\sqrt{279.5^2+585.6^2}=648.9$ cm$^{-1}$. A displacement along $z$ thus oscillates at 279.5 cm$^{-1}$ if the wave runs along $x$, and at 648.9 cm$^{-1}$ if it runs along $z$. In this cubic case the set of frequencies is the same for every $\mathbf n$; what turns with $\mathbf n$ is the displacement that carries the high one.

\section{What finite range implies}

Write the learned energy as $E=\sum_i\epsilon_i$, each $\epsilon_i$ being twice differentiable and dependent on atoms within $r_c$ of atom $i$. The derivative $\partial^2\epsilon_i/\partial u_j\partial u_k$ can be nonzero only if $j$ and $k$ both lie within $r_c$ of $i$. Force constants therefore vanish beyond $R=2r_c$. With $T$ message-passing layers, information travels $Tr_c$, and $R=2Tr_c$. In a test chain with a cutoff of 1.5 spacings, the farthest coupled atoms were 2 spacings apart for one layer and 4 for two, within the bounds of 3 and 6.

The dynamical matrix is then a finite sum,
\begin{equation}
D^{\rm SR}_{ia,jb}(\mathbf q)=\sum_{|\mathbf d|\le R}\frac{\Phi_{ia,jb}(\mathbf d)}{\sqrt{m_im_j}}\,e^{i\mathbf q\cdot\mathbf d},
\end{equation}
where $\mathbf d$ runs over the vectors from atom $i$ to the copies of atom $j$. A finite sum of continuous functions is continuous, so $D^{\rm SR}(q\mathbf n)\to D^{\rm SR}(0)$ for every $\mathbf n$. The true crystal escapes this argument because its dipolar force constants fall as $1/r^3$ while the number of atoms in a shell grows as $r^2$. The sum of magnitudes diverges logarithmically, and the limit $q\to0$ cannot be taken term by term.

The resulting error has a floor. Let $A$ be any single limiting matrix. With the spectral norm, the triangle inequality gives
\begin{equation}
\|A-D(\mathbf n_1)\|+\|A-D(\mathbf n_2)\|\ \ge\ \|D^{\rm NA}(\mathbf n_1)-D^{\rm NA}(\mathbf n_2)\| .
\end{equation}
In the cubic model with $\mathbf n_1\perp\mathbf n_2$, the right side is $\|\Delta(v_1v_1^T-v_2v_2^T)\|=\Delta$, since $v_1\perp v_2$. At least one direction is wrong by $\Delta/2$ or more. The choice $A=D(0)+\tfrac12\Delta\sum_{a=x,y,z}v_av_a^T$ attains this floor: on the three polar patterns $A-D(\mathbf n)$ has eigenvalues $\tfrac12\Delta,\tfrac12\Delta,-\tfrac12\Delta$, and it vanishes elsewhere. This compromise puts all polar modes at 499.6 cm$^{-1}$, which is wrong for both kinds of wave.

\section{Zero training error}

Suppose the training data are forces in a periodic supercell of $N^3$ primitive cells. Displacing one atom also displaces its periodic copies, so the data contain the sums
\begin{equation}
\Phi^{(N)}(\mathbf d)=\sum_{\mathbf S}\Phi(\mathbf d+\mathbf S)
\end{equation}
over supercell translations $\mathbf S$. A periodic potential has no average gradient, so the macroscopic field is zero. Now build a finite-range model by assigning each Coulomb sum to the nearest periodic image, shared equally if several are equally near, and by keeping the springs on their own bonds. For every $\mathbf q$ that fits the supercell, $e^{i\mathbf q\cdot\mathbf S}=1$. The choice of image then does not matter, and the model's matrix equals the true one. Any displacement of the supercell is a combination of such waves, so all its harmonic forces are reproduced.

The wave $\mathbf q=0$ also fits the supercell, and there the data fix the zero-field matrix $D(0)$. By continuity the model gives $D(0)$ for every direction of approach. The longitudinal frequency, defined as $\sqrt{v^TDv}$, must fall to the transverse value:

\begin{center}
\begin{tabular}{cccc}
$N$ & range (nm) & force error (eV/nm) & $q\to0$ limit (cm$^{-1}$)\\
2 & 0.51 & 2.79 & 279.5\\
3 & 0.77 & 1.66 & 279.5\\
4 & 1.02 & 1.06 & 279.5\\
5 & 1.28 & 0.77 & 279.5
\end{tabular}
\end{center}

At four commensurate wavevectors per supercell, the model and reference matrices differed by less than $10^{-13}$ of the largest reference element. The force error in the table is a different quantity. It is the rms error per component in a much larger crystal whose atoms are displaced at random, without correlation, by 0.005 nm rms per component. The rms force there is 10.49 eV/nm, so the error falls from 27\% to 7\% of it.

This fall follows from the $1/r^3$ tail. For uncorrelated displacements squared force errors add, and the missing tail contributes
\begin{equation}
\int_R^\infty r^{-6}\,4\pi r^2\,dr\ \propto\ R^{-3}.
\end{equation}
Folding the images also alters about $R^3$ retained constants by amounts of order $R^{-3}$ each, which again gives a squared error of order $R^{-3}$. The rms error should scale as $R^{-3/2}$, a factor $2.5^{3/2}=4.0$ from first row to last; the table gives 3.6. Force error on random displacements can thus be reduced by extending the range, while the longitudinal limit does not move.

Each missing force constant is small, but a long wave adds up very many of them. An oxygen displaced by 0.005 nm along the line to another oxygen 1.2 nm away changes the force on it by
\begin{equation}
\frac{2e^2(Z/2)^2u}{\varepsilon r^3}=0.013\ \mbox{eV/nm}.
\end{equation}
In a long wave the displacement is nearly uniform over a shell of radius $r\ll1/q$, and the dipolar contributions of that shell cancel by symmetry. At $r$ of order $1/q$ the phase varies over the shell and the cancellation fails. For displacements along $\mathbf n$ and dipoles spread evenly, the sum over shells is proportional to
\begin{equation}
\int_0^\infty\frac{dr}{r}\int(3\cos^2\theta-1)\,e^{iqr\cos\theta}\,d\Omega_{\mathbf r},
\end{equation}
where $\theta$ is the angle between $\mathbf r$ and $\mathbf n$ and $d\Omega_{\mathbf r}$ the element of solid angle. With $x=qr$ the wavevector drops out, so the sum does not fade as the wave grows longer; its main part only moves to larger distances, beyond any fixed range. For the same relative displacement of Hf against O, the macroscopic field exerts 17.1 eV/nm on a hafnium atom.

A different truncation gives a different wrong number. Suppose the dipolar interaction is simply cut at a sphere. Each shell of neighbours has cubic or tetrahedral symmetry, and a traceless second-rank tensor summed over it vanishes, so the springs alone remain. Their contribution follows from a trace. Since $\nabla^2(1/r)=0$ away from the charges, the Coulomb parts $c_T,c_T,c_L$ of the three squared frequencies add to zero. With $c_L-c_T=\Delta$ this gives $c_T=-\Delta/3$, so the spring part is $\omega_{\rm TO}^2+\Delta/3$. A 3 nm sphere indeed gives 438.7 cm$^{-1}$ in all six directions tried.

\section{How far from the zone centre the fault extends}

The failure is not confined to a single point. Take a fixed real unit vector $v$ and let $f(q)=v^TD^{\rm SR}(q\mathbf n)v$. It is real because $D^{\rm SR}$ is Hermitian, and even because $D^{\rm SR}(-\mathbf q)$ is the complex conjugate of $D^{\rm SR}(\mathbf q)$. As a function of $q$ it is a sum of terms $e^{isq}$ with $|s|\le R$, since $s=\mathbf n\cdot\mathbf d$.

Such a function cannot change quickly. Consider the triangle wave equal to $\theta$ for $|\theta|\le\pi/2$ and to $\pi-\theta$ for $\pi/2\le\theta\le3\pi/2$. Its sine coefficients vanish for even $m$, and for odd $m$ they are $(4/\pi)\int_0^{\pi/2}\theta\sin m\theta\,d\theta=4\sin(m\pi/2)/(\pi m^2)$. Thus, for $|\theta|\le\pi/2$,
\begin{equation}
\theta=\frac4\pi\sum_{k\ge0}\frac{(-1)^k\sin[(2k+1)\theta]}{(2k+1)^2}.
\label{tri}
\end{equation}
Set $\theta=\pi s/2R$, multiply by $2iR/\pi$, and write each sine as two exponentials. The left side becomes $is$, the factor produced by differentiating $e^{isq}$. Summing over the terms of $f$,
\begin{equation}
f'(q)=R\sum_{k=-\infty}^{\infty}\frac{4(-1)^k}{\pi^2(2k+1)^2}\,
f\!\left(q+\frac{(2k+1)\pi}{2R}\right).
\end{equation}
Equation~(\ref{tri}) at $\theta=\pi/2$ shows that the magnitudes of the weights add to one. Hence $|f'|\le R\max|f|$, which is Bernstein's inequality.

Let $W$ be the spread between the largest and smallest squared frequencies of the learned potential. Subtracting the midpoint from $f$ leaves a function bounded by $W/2$. Using the inequality twice gives $|f''|\le R^2W/2$. Because $f$ is even, $f'(0)=0$, and two integrations yield
\begin{equation}
|f(q)-f(0)|\le\frac{R^2q^2W}{4}.
\end{equation}
If $f(0)=\omega_{\rm TO}^2$, reaching the LO limit requires a rise of $\Delta$, so $q\ge(2/R)\sqrt{\Delta/W}$. In terms of the wavelength $\lambda=2\pi/q$,
\begin{equation}
\lambda\le\pi R\sqrt{W/\Delta}.
\end{equation}
Take $r_c=0.6$ nm and suppose the learned spectrum is as wide as the reference, $W/\Delta=1.228$. One layer gives $\pi(1.2)\sqrt{1.228}=4.2$ nm, and three layers give 12.5 nm. This condition is necessary, not sufficient: on the wavevectors sampled along $[100]$, the four supercell models used at most 20\% of the allowed rise. The $N=5$ model gives 285 cm$^{-1}$ at 20 nm, 352 at 5 nm and 483 at 2.5 nm, where the reference stays between 647 and 649. At 1.275 nm, a wave that fits its supercell, both give 639.9.

For sampling, the amplitude matters as well as the frequency. In the classical harmonic limit, equipartition gives a mean-square mode amplitude proportional to $1/\omega^2$. A model with the TO value in place of LO therefore overestimates long-wave longitudinal polarization fluctuations by a factor $(648.9/279.5)^2=5.4$. With quantum statistics for both frequencies, the factor at 300 K is 3.6.

\section{Lower symmetry and real films}

When $Z$ and $\varepsilon$ are anisotropic, the frequencies themselves vary with $\mathbf n$. With Hf charges 5.6, 5.3, 5.0 and $\varepsilon=5.2,5.0,4.8$ along $x,y,z$, the highest zone-centre frequency is 649 cm$^{-1}$ for $\mathbf n$ along $x$, 632 midway between $x$ and $z$, and 612 along $z$. The $N=3$ finite-range model gives 433 for all three. That mode is not polar: in it the two oxygens move against each other. The model's polar modes lie between 299 and 303 cm$^{-1}$, whatever the direction of $\mathbf n$.

This variant only stands in for ferroelectric hafnia, whose polar orthorhombic cell has twelve atoms and many polar modes. The cubic model's static dielectric constant, 27, is of the same order as that of hafnia, but real cubic hafnia is unstable at low temperature, whereas the model is stable on the mesh sampled. Born charges 10\% larger at fixed TO frequency would raise LO by 53 cm$^{-1}$. Carriers at $10^{18}$ cm$^{-3}$ with the free-electron mass have a squared plasma frequency 4\% of $\omega_{\rm LO}^2$, which bears on the LO frequency only. In classical equilibrium they still screen the field: the mean-square longitudinal amplitude becomes proportional to $1/[\omega_{\rm TO}^2+\Delta q^2/(q^2+\kappa^2)]$ with $\kappa^2=4\pi ne^2/(\varepsilon k_BT)$, where $n$ is the carrier density and $1/\kappa=2.7$ nm at 300 K. The fluctuation factor 5.4 then falls to 2.8 at a wavelength of 20 nm and tends to 1 as $q\to0$; the value 5.4 holds for the carrier-free crystal. Retardation leaves the longitudinal mode unchanged but lowers the transverse one, by about 1\% at a wavelength of 1 $\mu$m and 28\% at 7 $\mu$m. At 300 K the LO mode has 1.7 times its classical mean energy, which affects amplitudes but not harmonic frequencies. Anharmonic shifts are not estimated. A capacitor breaks the assumption of an infinite crystal. For uniform displacement normal to the film, ideal electrodes held at equal potential remove the average field and bring the model's 648.9 cm$^{-1}$ down to 279.5; with no charge transfer between them the LO value remains. Real electrodes lie between these limits. If each has an effective screening length $\ell$ and the film has thickness $t$, zero total voltage requires $Et+2\ell(\varepsilon E+4\pi P)=0$, so a fraction $2\ell\varepsilon/(t+2\ell\varepsilon)$ of $\Delta$ survives; $t=10$ nm and $\ell=0.05$ nm give 307 cm$^{-1}$.

The remedy is to give the model the missing information: an explicit long-range electrostatic term, with the finite-range part trained on the remainder. That term must reproduce Eq.~(\ref{na}). In the cubic model, fixed point charges interacting without screening would need the values $Z_i/\sqrt\varepsilon$, or $5.6/\sqrt5=2.5$ on Hf, because the splitting depends on $Z_iZ_j/\varepsilon$. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Lattice constant 0.51 nm; cell volume 0.03316 nm^3
Born charge Hf 5.6 e, O -2.8 e; eps_inf 5.0
Masses Hf 178.49, O 15.999 amu
Springs Hf-O long. 980, transv. -130; Hf-Hf 200 eV/nm^2
Chain test, cutoff 1.5 spacings: farthest coupling 2 (1 layer), 4 (2 layers) spacings
Ewald minus direct sum, relative: 2.2e-04
TO 279.5 1/cm; LO 648.9 1/cm; sqrt(Delta) 585.6 1/cm
LO energy 0.0805 eV; static dielectric constant 27.0
Lowest signed frequency on q mesh 16.9 1/cm
Best single compromise frequency 499.6 1/cm
Spherical cutoff 3 nm, every direction: 438.7 1/cm
Random displacement per component 0.005 nm; rms force 10.49 eV/nm
Supercell | range nm | relative training error | rms force error eV/nm | q->0 longitudinal 1/cm | rise/bound
  2^3 | 0.510 | 3.6e-14 | 2.791 | 279.5 | 0.20
  3^3 | 0.765 | 1.3e-14 | 1.662 | 279.5 | 0.17
  4^3 | 1.020 | 1.2e-14 | 1.062 | 279.5 | 0.18
  5^3 | 1.275 | 2.1e-14 | 0.772 | 279.5 | 0.18
Wavelength nm along [100] | true longitudinal 1/cm | 5^3 model 1/cm
  20.000 | 648.9 | 284.8
  10.000 | 648.8 | 300.1
  5.000 | 648.3 | 352.0
  2.500 | 646.7 | 483.0
  1.275 | 639.9 | 639.9
Spread W as frequency 648.9 1/cm; W/Delta 1.228
Cutoff 0.6 nm: longest wavelength able to reach LO: 4.18 nm (1 layer), 12.53 nm (3 layers)
O-O pair force at 1.2 nm for that displacement: 0.0131 eV/nm
Macroscopic-field force on Hf, relative displacement 0.005 nm: 17.11 eV/nm
Anisotropic variant: Hf charges 5.6, 5.3, 5.0 e; eps_inf 5.2, 5.0, 4.8 (x, y, z)
  top frequency for n = x, xz, z, true: 649.1, 631.5, 611.7 1/cm
  same, finite-range 3^3 model: 432.9, 432.9, 432.9 1/cm
Retardation matters near wavelength 6892 nm
Carriers 1e+18 cm^-3, free mass: (plasma/LO frequency)^2 = 0.043
Born charges 10% larger at fixed TO: LO shifts by 53.3 1/cm
Quantum/classical mean energy of LO mode at 300 K: 1.70
\end{verbatim}
